Empty bands needed for a smeared free-electron metal

**Problem**

A cubic cell of edge 8 Å holds N = 100 free electrons. The levels are filled by Fermi-Dirac smearing with kT = 0.2 eV, and each band holds two electrons at each k point. A calculation can keep only a finite number of bands, so the far end of the Fermi tail is lost.

(a) How many empty bands are needed, on average over k, so that the lost tail holds at most η = 10⁻⁴ electrons per cell and changes the free energy by at most ε = 10⁻⁵ eV per cell?

(b) How does the answer change with kT and with the tolerance?

(c) Is the average enough when the same number of bands is kept at every k point?

The levels are held fixed throughout: there is no crystal potential and no interaction between electrons. The algebra is in atomic units, the numbers in eV and Å.

**What "change" means**

At a given chemical potential μ, dropping states loses some number δN of electrons. A calculation for a fixed N does not accept this loss. It raises μ until the kept states hold N electrons again. The tolerance η therefore applies to the loss at fixed μ, and ε to the free energy F = U − TS at fixed N, where U is the total energy and S the entropy of the occupations.

**Solution of (a)**

*Density of states.* Allowed wavevectors have density V/(2π)³, and each carries two spin states. With k = √(2E), the number of states below E is

Z(E) = 2 · V/(2π)³ · (4π/3)k³ = V(2E)^(3/2)/(3π²).

At zero temperature Z(E_F) = N, which fixes E_F. Dividing the two relations and differentiating gives

Z(E) = N(E/E_F)^(3/2),

g(E) = dZ/dE = (3N/2E_F) √(E/E_F).

Here E_F = 12.275 eV and g(E_F) = 150/12.275 = 12.22 states per eV.

*Chemical potential.* Integrating N = ∫ g f dE by parts gives N = ∫ Z(E)(−f′) dE. The function −f′ is narrow, even about μ and has unit area. With y = (E − μ)/kT, its second moment is (kT)² times

∫ y² eʸ/(eʸ + 1)² dy = 4(1 − 1/4 + 1/9 − …) = π²/3,

found by expanding the integrand in powers of e^(−y) for y > 0 and doubling. Expanding Z to second order about μ then gives

N ≈ Z(μ) + (π²/6)(kT)² g′(μ).

To leading order Z(μ) ≈ N + g(E_F)(μ − E_F) and g′ ≈ g(E_F)/(2E_F), so

μ ≈ E_F − (π²/12)(kT)²/E_F = 12.272 eV.

The shift from E_F is small compared with kT.

*Lost electrons.* Drop all states above E_c = μ + x kT, with x > 0. The loss at fixed μ is

δN = ∫ g f dE, taken from E_c to ∞.

Put u = e^(−y). Then f = u/(1 + u), which lies between u − u² and u. The square root rises and is concave, so for t ≥ 0

g(E_c) ≤ g(E_c + t) ≤ g(E_c)[1 + t/(2E_c)].

With E = E_c + t we have u = e^(−x) e^(−t/kT). The integrals over t of e^(−t/kT), t e^(−t/kT) and e^(−2t/kT) are kT, (kT)² and kT/2. Hence

g(E_c) kT e^(−x) [1 − e^(−x)/2] ≤ δN ≤ g(E_c) kT e^(−x) [1 + kT/(2E_c)].

The loss is roughly the number of states in a window kT at the cut, times the occupation there.

*Grand potential.* For one state, −TS is kT[f ln f + (1 − f) ln(1 − f)]. Since ln f = ln(1 − f) − y, this equals kT[ln(1 − f) − y f]. Adding f(E − μ) = kT y f leaves kT ln(1 − f) = −kT ln(1 + u). Thus

Ω = U − TS − μN = −kT ∫ g ln(1 + u) dE.

Every state contributes a negative amount, so dropping the tail raises Ω by

δΩ(μ) = kT ∫ g ln(1 + u) dE, taken from E_c to ∞.

Because ln(1 + u) lies between u − u²/2 and u, δΩ/kT obeys the same two bounds as δN. To leading order δΩ ≈ kT δN.

*Free energy at fixed N.* Consider Φ(m) = Ω(m) + mN for a trial chemical potential m. The derivative of −kT ln(1 + u) with respect to m is −f, so dΦ/dm = N − (number of electrons at m). This is positive below the correct μ and negative above it. Φ is therefore largest at m = μ, where it equals F. The same holds for the cut spectrum, with Φ_c = Φ + δΩ, its own chemical potential μ_c and free energy F_c. Using each maximum at the other's chemical potential,

F_c ≥ Φ_c(μ) = F + δΩ(μ),

F ≥ Φ(μ_c) = F_c − δΩ(μ_c).

Together these give

δΩ(μ) ≤ F_c − F ≤ δΩ(μ_c).

The cut raises F. When x is well above one, the two bounds nearly coincide (at kT = 0.2 eV they differ by about 15% at x = 2 and 2% at x = 4), because μ hardly moves: the kept states must take up δN, and they do so near μ, so

μ_c − μ ≈ δN/g(E_F).

Raising μ to μ_c multiplies u by s = e^((μ_c − μ)/kT) ≥ 1, and ln(1 + su) ≤ s ln(1 + u). The upper bound thus exceeds the lower one by at most the factor s. The bounds on δN, δΩ and F_c − F were tested by quadrature for kT = 0.1, 0.2 and 0.4 eV with cuts at x = 2, 4 and 6.

*The condition.* Both tolerances are met, the second up to the factor s, if

g(E_c) kT e^(−x) [1 + kT/(2E_c)] ≤ a, with a = min(η, ε/kT).

Here ε/kT = 5 × 10⁻⁵ is smaller than η, so the free energy decides and a = 5 × 10⁻⁵ electrons. Taking the logarithm, with equality,

x = ln[g(E_F)kT/a] + ½ ln(E_c/E_F) + ln[1 + kT/(2E_c)].

The first term alone gives

x ≈ ln(12.22 × 0.2/(5 × 10⁻⁵)) = 10.797.

This puts the cut at E_c = 12.272 + 0.2 × 10.797 = 14.43 eV. The other two terms are then 0.081 and 0.007, so x = 10.885. Further rounds settle at x = 10.886 and

E_c = 14.45 eV = 0.531 hartree.

*Bands.* Two electrons fill a band at one k point, so the mean number of bands below E_c is Z(E_c)/2:

(N/2)(E_c/E_F)^(3/2) = 50 × (14.4495/12.2751)^(3/2) = 63.9.

Without smearing the electrons fill fifty bands on average over k. The mean number of empty bands, meaning bands beyond those fifty, is

M_empty = (N/2)[(E_c/E_F)^(3/2) − 1] = 13.9.

For a quick estimate, set μ ≈ E_F and v = x kT/E_F. When v is small, (1 + v)^(3/2) − 1 ≈ 3v/2, and

M_empty ≈ (3/4) N x kT/E_F = 13.3.

The next term of the expansion, 3v²/8, raises this by the fraction v/4, about 4%. That is slightly more than the difference; the later terms and the small shift of μ below E_F take a little back.

*Check.* Quadrature with this cut gives δN = 5.00 × 10⁻⁵ electrons, a shift of μ by 4.1 × 10⁻⁶ eV, and a rise of F by 1.00 × 10⁻⁵ eV, or 3.7 × 10⁻⁷ hartree. The factor s differs from one by about 2 × 10⁻⁵, which is negligible here.

**Solution of (b)**

The same calculation at three smearings, with η and ε unchanged, gives:

| kT (eV) | x | E_c (eV) | mean empty bands |
|---|---|---|---|
| 0.1 | 9.45 | 13.22 | 5.9 |
| 0.2 | 10.89 | 14.45 | 13.9 |
| 0.4 | 12.36 | 17.21 | 33.0 |

Doubling kT more than doubles the number of empty bands. The energy window x kT would double at constant x, but x also grows. When the free energy decides, a = ε/kT, and the leading term of x is ln[g(E_F)(kT)²/ε]. It gains 2 ln 2 ≈ 1.39 per doubling. The rising density of states adds a little to x and also puts more bands into each eV of the window.

The two tolerances are equally strict at kT = ε/η = 0.1 eV, the first row. At lower kT the electron count decides.

A tighter tolerance is cheap by comparison. Dividing a by ten raises x by about ln 10 and E_c by kT ln 10. There are g/2 bands per eV, so the cost is

ln(10) kT g(E_c)/2 = 2.303 × 0.2 × 13.26/2 = 3.05 bands.

Repeating the full estimate gives 3.10. It is slightly larger because g continues to rise above the old cut.

*Energy and entropy separately.* The small error of F hides two larger ones. At fixed N, the electrons missing from the tail reappear near μ. The total number is unchanged, so energies may be measured from μ:

U_c − U = −∫_tail g f (E − μ) dE + ∫_kept g Δf (E − μ) dE,

where Δf is the change of occupation caused by the shift of μ. In the tail, ∫ y e^(−y) dy from x to ∞ is (x + 1)e^(−x), so the first term is about −(x + 1)kT δN. In the second, Δf ≈ (μ_c − μ)(−f′) is even about μ, and the slope of g leaves

(μ_c − μ) g′(μ)(π²/3)(kT)² ≈ (π²/6)(kT/μ) kT δN,

which is small compared with kT δN. Therefore, to leading order,

U_c − U ≈ −(x + 1) kT δN,

change of −TS ≈ +(x + 2) kT δN.

The second line follows because the sum must be kT δN. Numerically the changes are −1.19 × 10⁻⁴ eV and +1.29 × 10⁻⁴ eV, about twelve and thirteen times the error of F.

This matters for the average (U + F)/2, which removes the leading effect of smearing. If F = F₀ − cT², then U = F − T dF/dT = F₀ + cT², and the average is F₀. Terms of order T⁴ remain: here the average still lies about 1.1 × 10⁻⁴ eV below F₀, an error that more bands do not remove. Its truncation error is

½[−(x + 1) + 1] kT δN = −(x/2) kT δN,

or −5.4 × 10⁻⁵ eV here. If the tolerance of 10⁻⁵ eV is meant for this average, x e^(−x) must shrink by a further factor of 5.4. Since x itself grows, the tail must shrink by slightly more, a factor of about six. By the rule above, that takes between two and three more bands.

**Solution of (c)**

The estimate assumed a cut at one energy. Keeping M bands at every k is a different cut, because the number of levels below E_c varies with k. Take an 8 × 8 × 8 mesh of this empty lattice, shifted by half a step along each axis so that it avoids the point k = 0. On it the number ranges from 56 to 72, with a mean of 64.0. At k = 0 itself, where many levels coincide, it is 81. Keeping 64 bands everywhere drops some levels below E_c and keeps others above it.

This can only increase the loss. Compare it with a sharp cut that drops equally many states. The uniform cut exchanges some high states for lower ones, and lower states have larger occupations. On the mesh, the sharp cut loses 4.6 × 10⁻⁵ electrons, and the uniform cut with 64 bands loses eleven times as many:

| bands | empty | lost electrons | error of F (eV) |
|---|---|---|---|
| 64 | 14 | 5.0 × 10⁻⁴ | 1.0 × 10⁻⁴ |
| 68 | 18 | 3.7 × 10⁻⁵ | 7.5 × 10⁻⁶ |
| 72 | 22 | 1.8 × 10⁻⁶ | 3.5 × 10⁻⁷ |

The rounded average therefore fails: it misses η by a factor of five and ε by a factor of ten. The smallest number that meets both tolerances is 68 bands, or 18 empty ones. This margin of four bands belongs to this cell and mesh and is not a general rule. An unshifted 8 × 8 × 8 mesh, which contains k = 0, needs 69 bands, and 4 × 4 × 4 meshes need 70. Shifted meshes with 12, 16 and 32 points per axis again need 68, but the entries of the table move: the losses for 64, 68 and 72 bands become 4.7 to 5.1 × 10⁻⁴, 3.9 to 4.7 × 10⁻⁵ and 2.2 to 2.3 × 10⁻⁶ electrons, and the largest number of levels below E_c rises from 72 to 81 as points near k = 0 are included.

On a mesh fine enough to follow g(E) near E_c, a safe choice is the largest number of levels found below E_c at any k point used, here 72. Every omitted level then lies at or above E_c, so the omitted states are part of the tail already bounded, apart from the error of replacing the integral by a mesh sum. On a coarse mesh that error can break the rule: on a shifted 2 × 2 × 2 mesh 60 levels lie below E_c and nine coincide just above it, at 14.54 eV, so 60 bands lose 1.8 × 10⁻⁴ electrons and 67 are needed. It is more than enough here, because the mean number of levels below E_c is 64, so that on average eight levels above E_c are kept at each k point. In a calculation with a crystal potential, a sufficient check, under the same condition on the mesh, is that the highest kept band lies at or above E_c at every k point. This asks for one band more than the count above, because the highest kept band must itself reach E_c.

*Large cells.* The margin becomes relatively less important as the cell grows. Around each point k + G, with G a reciprocal lattice vector, draw a cube of side 2π/L, where L is the cell edge. These cubes fill space without overlap, and no point of a cube is farther than d = √3π/L from its centre. The cubes centred inside the sphere of radius k_c = √(2E_c) therefore fit inside a sphere of radius k_c + d, and they cover the sphere of radius k_c − d. The number of levels below E_c at any k thus lies between

V(k_c − d)³/(6π²) and V(k_c + d)³/(6π²).

As L grows at fixed density, both approach the mean in ratio. The bounds allow a spread in energy of order k_c d. If k_c d is much smaller than kT, the cut is therefore sharp on the scale of the tail. This condition is sufficient but not necessary, since the actual spread can be much smaller. In the 8 Å cell these bounds are too wide to be useful, and counting levels is better.

**Where the estimate fails**

For very small kT the formula gives less than one empty band. A metal still needs more, because even at zero temperature the number of levels below E_F differs from one k point to another. The count over k then decides, not the tail.

If the density of states near E_c is far from the free-electron form, the true g(E) must replace it, both in the tail and in converting E_c to bands. The factor e^(−x) belongs to Fermi-Dirac occupations, and another smearing function needs its own tail integral.

Calculated quantities

```
electrons per cell: 100
cell edge: 8.0 angstrom
smearing kT: 0.20 eV
count tolerance eta: 1.0e-04 electrons per cell
free-energy tolerance eps: 1.0e-05 eV per cell
hbar^2/(2m): 3.80998 eV angstrom^2
Fermi energy EF: 12.2751 eV
g(EF): 12.2199 states/eV per cell
mu from quadrature: 12.27238 eV
mu from Sommerfeld formula: 12.27238 eV
eps/kT: 5.00e-05 electrons
allowed tail a: 5.00e-05 electrons
first guess of x: 10.7971
converged x: 10.8856
cut energy Ec: 14.4495 eV = 0.53101 hartree
g(Ec): 13.2581 states/eV per cell
mean bands below Ec: 63.858
mean empty bands: 13.858
empty bands, linear formula: 13.302
extra bands per tenfold tolerance: 3.098
same from ln(10) kT g(Ec)/2: 3.053
lost electrons by quadrature: 4.9997e-05
shift of mu at fixed N: 4.092e-06 eV
error of F: 9.9995e-06 eV = 3.675e-07 hartree
error of E: -1.1865e-04 eV
error of -TS: 1.2865e-04 eV
error of (E+F)/2: -5.4325e-05 eV
kT 0.1 eV: x 9.452, Ec 13.220 eV, mean empty bands 5.88
kT 0.2 eV: x 10.886, Ec 14.449 eV, mean empty bands 13.86
kT 0.4 eV: x 12.364, Ec 17.210 eV, mean empty bands 33.00
k points in mesh: 512
mu on mesh: 12.2741 eV
levels below Ec per k: min 56, mean 63.969, max 72
sharp cut, same number of states as 64 bands: lost 4.589e-05 electrons
rounded average: 64 bands, 14 empty
  lost 5.007e-04 electrons, F error 1.002e-04 eV
least sufficient: 68 bands, 18 empty
  lost 3.741e-05 electrons, F error 7.483e-06 eV
safe count: 72 bands, 22 empty
  lost 1.751e-06 electrons, F error 3.501e-07 eV
```
